# Range and straggle of a Gaussian implant from two deep-side junctions

## Problem

The same boron implant, followed by the same anneal, is made in two n-type silicon wafers. The wafers have uniform donor concentrations $N_1>N_2$. The active acceptor concentration is modelled in both by

$$
N(x)=\frac{Q}{\sqrt{2\pi}\,\sigma}\exp\left[-\frac{(x-R)^2}{2\sigma^2}\right],
$$

where $x$ is the depth below the surface, $Q$ the active dose per unit area, $R$ the range and $\sigma$ the straggle. The dose is known; $R$ and $\sigma$ are not. The formula assigns the whole dose to the full Gaussian, so it assumes that almost none of the Gaussian lies above the surface at $x=0$.

A metallurgical junction is a depth at which acceptors and donors are equally concentrated. A buried Gaussian layer can have two of them, one on each side of its peak. The deeper one is measured in each wafer:

$$
N(x_1)=N_1,\qquad N(x_2)=N_2,\qquad R<x_1<x_2 .
$$

The data are round numbers chosen for the exercise:

- $Q=1.0\times10^{14}\ \mathrm{cm^{-2}}$
- $N_1=1.0\times10^{18}\ \mathrm{cm^{-3}}$ and $x_1=430$ nm
- $N_2=1.0\times10^{17}\ \mathrm{cm^{-3}}$ and $x_2=500$ nm

Estimate $R$ and $\sigma$ by scaling. Then find them exactly within the model, prove that the straggle is unique, and state when a solution exists. Compare the two results and judge how far the numbers can be trusted.

## First estimate by scaling

Measure each junction depth from the peak in units of the straggle, $u_i=(x_i-R)/\sigma$. Setting $N(x_i)=N_i$ and taking the logarithm gives

$$
u_i=\sqrt{2\ln\frac{Q}{\sqrt{2\pi}\,\sigma N_i}} . \tag{1}
$$

The positive root is taken because the junctions lie deeper than $R$. The unknown $\sigma$ enters $u_i$ only through the square root of a logarithm. This varies slowly unless a junction lies close to the peak, where the logarithm is near zero. If both junctions are well down the flank, a crude guess for $\sigma$ in $u_i$ therefore serves for a first estimate. The junction separation is $d=x_2-x_1=\sigma(u_2-u_1)$, and therefore

$$
\sigma\approx\frac{d}{u_2-u_1}\quad\text{with } u_1,u_2 \text{ taken at a guessed straggle.}
$$

The separation is 70 nm, so guess a straggle of the same order, 100 nm or $10^{-5}$ cm. The peak concentration would then be $10^{14}/(2.507\times10^{-5})=3.99\times10^{18}\ \mathrm{cm^{-3}}$, and

$$
u_1\approx\sqrt{2\ln 3.99}=1.66,\qquad u_2\approx\sqrt{2\ln 39.9}=2.72 .
$$

Their difference, before rounding, is 1.052. The estimate is

$$
\sigma\approx\frac{70}{1.052}\approx 67\ \mathrm{nm},\qquad
R\approx 430-67\times1.66\approx 319\ \mathrm{nm}.
$$

## Exact solution

**One equation for the straggle.** Subtracting $x_1=R+\sigma u_1$ from $x_2=R+\sigma u_2$ removes $R$:

$$
f(\sigma)\equiv\sigma\,[u_2(\sigma)-u_1(\sigma)]=d . \tag{2}
$$

The peak must exceed $N_1$ if $x_1$ is to lie strictly beyond it. This limits the straggle to

$$
0<\sigma<\sigma_{\max}=\frac{Q}{\sqrt{2\pi}\,N_1}.
$$

Because $N_2<N_1$, both $u_1$ and $u_2$ are then real and positive, with $u_2>u_1$.

**Uniqueness.** Squaring (1) gives $u_i^2=2\ln[Q/(\sqrt{2\pi}N_i)]-2\ln\sigma$. Differentiation at fixed $Q$ and $N_i$ gives $2u_iu_i'=-2/\sigma$, or $u_i'=-1/(\sigma u_i)$. Hence

$$
\begin{aligned}
f'(\sigma)&=u_2-u_1+\sigma(u_2'-u_1')\\
&=u_2-u_1-\frac1{u_2}+\frac1{u_1}\\
&=(u_2-u_1)\left(1+\frac1{u_1u_2}\right)>0 .
\end{aligned} \tag{3}
$$

The last line uses $1/u_1-1/u_2=(u_2-u_1)/(u_1u_2)$. A strictly increasing function takes each value at most once, so (2) has at most one solution.

**Existence.** Let $\Lambda=\ln(N_1/N_2)$. The difference of the squares of (1) does not contain $\sigma$:

$$
u_2^2-u_1^2=2\Lambda .
$$

Factoring the left side gives $u_2-u_1=2\Lambda/(u_1+u_2)$, so that

$$
f(\sigma)=\frac{2\Lambda\sigma}{u_1+u_2}. \tag{4}
$$

As $\sigma\to0$, both $u_i$ grow without limit and $f\to0$. As $\sigma\to\sigma_{\max}$, $u_1\to0$ and $u_2\to\sqrt{2\Lambda}$, so $f$ approaches

$$
d_{\max}=\sigma_{\max}\sqrt{2\Lambda}.
$$

Since $f$ is continuous and increasing, a deep-side solution exists if and only if $0<d<d_{\max}$. The range then follows from $R=x_1-\sigma u_1$, which is also unique. The result must still satisfy $R>0$, with $R$ several times $\sigma$, for the neglect of the surface to be consistent.

**A bracket for the root.** The two junction conditions also give

$$
(x_2-R)^2-(x_1-R)^2=2\sigma^2\Lambda .
$$

The left side factors into $d\,(x_1+x_2-2R)$. Solving for $R$ and subtracting from $x_1$,

$$
R=\frac{x_1+x_2}{2}-\frac{\sigma^2\Lambda}{d},\qquad
x_1-R=\frac{\sigma^2\Lambda}{d}-\frac d2 . \tag{5}
$$

The condition $x_1>R$ therefore requires $\sigma>d/\sqrt{2\Lambda}$. The root lies between this value and $\sigma_{\max}$, and bisection there must find it.

**Numbers.** Here $\Lambda=\ln10=2.303$. The bracket runs from 32.6 to 399 nm, and $d_{\max}=856$ nm, far above the measured 70 nm. Numerical root finding gives

$$
\sigma=71.3\ \mathrm{nm}=0.0713\ \mathrm{\mu m},\qquad u_1=1.856,\quad u_2=2.837 .
$$

Equation (4) confirms the arithmetic: $\sigma=d(u_1+u_2)/(2\Lambda)=70\times4.693/4.605=71.3$ nm. The range is

$$
R=430-71.33\times1.856=297.6\ \mathrm{nm}=0.298\ \mathrm{\mu m}.
$$

The peak concentration is $5.59\times10^{18}\ \mathrm{cm^{-3}}$. The surface lies $R/\sigma=4.17$ straggles from the peak, and a fraction $1.5\times10^{-5}$ of the Gaussian falls above it.

**Why the side must be known.** Suppose that $x_1$ were allowed on the shallow side of the peak. The other junction would still be on the deep side, because on the shallow side the concentration rises with depth, whereas $N_2<N_1$ at the greater depth $x_2$. Then $x_1=R-\sigma u_1$, $x_2=R+\sigma u_2$, and the equation becomes

$$
g(\sigma)=\sigma(u_1+u_2)=d,\qquad
g'(\sigma)=(u_1+u_2)\left(1-\frac1{u_1u_2}\right).
$$

The product $u_1u_2$ falls steadily from infinity to zero as $\sigma$ runs from zero to $\sigma_{\max}$. Thus $g$ rises from zero until $u_1u_2=1$, then falls towards $d_{\max}$. For $d<d_{\max}$ the rising part supplies one solution and the falling part none.

For the present data this false solution is $R=460.6$ nm, $\sigma=11.5$ nm. It reproduces both concentrations at the measured depths. The two depths and the dose alone cannot reject it; the knowledge that $x_1$ lies beyond the peak does. In the accepted profile the shallow-side junctions lie at 165 nm and 95 nm in the first and second wafer, so a measurement must identify which junction it has found.

## Comparison of the estimate with the exact solution

The scaling estimate of $\sigma$, 66.6 nm before rounding, is 7% below the exact value, although the guess behind it was 40% too high. To see why, treat the estimate as one step of the iteration $\sigma\to F(\sigma)=d/(u_2-u_1)$. From $u_i'=-1/(\sigma u_i)$,

$$
u_2'-u_1'=\frac1\sigma\left(\frac1{u_1}-\frac1{u_2}\right)=\frac{u_2-u_1}{\sigma u_1u_2},
$$

and hence

$$
F'(\sigma)=-\frac{d\,(u_2'-u_1')}{(u_2-u_1)^2}
=-\frac{d}{\sigma u_1u_2(u_2-u_1)} .
$$

At the root $d=\sigma(u_2-u_1)$, so $F'=-1/(u_1u_2)=-0.190$. A small error changes sign and shrinks about fivefold at each step. Starting from 100 nm, the successive values are 66.56, 72.26, 71.15, 71.36 and 71.32 nm. The iteration converges near the root if $u_1u_2>1$. When $u_1u_2<1$ it moves away from the root, and bisection should be used.

The estimated range is 22 nm too large because two errors add. The exact distance from peak to first junction is $\sigma u_1=132.4$ nm; the estimate gave 110.7 nm. Replacing $u_1$, which was evaluated at the guessed 100 nm, by its exact value removes about 13 nm of the deficit; then correcting the low $\sigma$ removes the remaining 9 nm.

**Errors in the measured depths.** Equation (2) gives $\partial\sigma/\partial x_2=-\partial\sigma/\partial x_1=1/f'$. With $f'=1.168$ this is 0.856. For the range, $d(\sigma u_1)/d\sigma=u_1-1/u_1$, so

$$
\frac{\partial R}{\partial x_2}=-\frac{u_1-1/u_1}{f'}=-1.127,\qquad
\frac{\partial R}{\partial x_1}=1-\frac{\partial R}{\partial x_2}=2.127 .
$$

Independent rms depth errors of 5 nm produce, to first order, rms errors of $5\sqrt2/1.168=6.1$ nm in $\sigma$ and $5\sqrt{2.127^2+1.127^2}=12.0$ nm in $R$. The range is less certain than either depth because it is found by extrapolation back to the peak.

**Errors in dose and background.** At fixed depths, (2) must remain satisfied when $Q$ changes. At fixed $\sigma$, (1) gives $\partial u_i/\partial\ln Q=1/u_i$, hence $\partial f/\partial\ln Q=-\sigma(u_2-u_1)/(u_1u_2)$. Dividing by $-f'$ gives

$$
\frac{d\sigma}{d\ln Q}=\frac{\sigma}{1+u_1u_2}.
$$

The total change of $u_1$ follows from $u_1\,du_1=d\ln Q-d\ln\sigma$:

$$
\frac{du_1}{d\ln Q}=\frac1{u_1}\left(1-\frac1{1+u_1u_2}\right)=\frac{u_2}{1+u_1u_2}.
$$

Since $R=x_1-\sigma u_1$,

$$
\frac{dR}{d\ln Q}=-u_1\frac{d\sigma}{d\ln Q}-\sigma\frac{du_1}{d\ln Q}
=-\frac{\sigma(u_1+u_2)}{1+u_1u_2}=-53.4\ \mathrm{nm}.
$$

Repeating the inversion with the assumed dose raised by 5% changes $\sigma$ by $+0.6$ nm and $R$ by $-2.6$ nm. Raising the assumed $N_1$ by 10% instead changes them by $-3.0$ and $+7.5$ nm.

**Two limits.** If the backgrounds are nearly equal, $u_1\approx u_2\approx u$ and $u_2-u_1\approx\Lambda/u$. Then

$$
\frac{\partial\sigma}{\partial x_2}\approx\frac{u^3}{\Lambda(1+u^2)},
$$

which diverges as $\Lambda\to0$ at fixed $u$: the two wafers then supply nearly the same information. In the opposite corner, $d\to d_{\max}$ at fixed backgrounds and dose, $u_1\to0$ and $f'\to\infty$. The straggle becomes insensitive to the depths and is set by $\sigma\approx Q/(\sqrt{2\pi}N_1)$, so a relative error in the dose passes to it in full.

## How the result stands beside a real implant

A range near 300 nm and a straggle near 70 nm are of the size usually quoted for boron implanted into silicon at about 100 keV. They are not calculated here and serve only for orientation. The dose is ordinary; the wafer doping is high enough to keep both junctions out of the far tail. Among the trial cases below, a departure from the Gaussian shape gives the largest shifts. Boron profiles at such energies are skewed towards the surface, and their kurtosis need not equal the Gaussian value of 3.

To size this effect, keep the mean at 297.6 nm and the standard deviation at 71.3 nm, but replace the Gaussian by a Pearson IV profile with rough trial values of skewness $\gamma=-0.8$ and kurtosis $\beta=4.3$. With $z=(x-R)/\sigma$, its density $p$ obeys

$$
\frac{d\ln p}{dz}=\frac{z-b_1}{b_0+b_1z+b_2z^2}.
$$

Multiplying by $z^n p$ times the denominator and integrating by parts for $n=1,2,3$ fixes the constants:

$$
\begin{aligned}
b_0+3b_2&=-1,\\
2b_1+4\gamma b_2&=-\gamma,\\
3b_0+3\gamma b_1+5\beta b_2&=-\beta .
\end{aligned}
$$

Numerical integration and normalization to the same dose put the junctions at 419.1 and 456.3 nm. The deep flank is steeper, and the separation falls from 70 to 37 nm. Gaussian inversion of these depths overestimates the mean by 33 nm and underestimates the standard deviation by 30 nm, or 42% of its true value. The fitted Gaussian follows this profile closely only between the two junctions; at 500 nm it is already three times too high. It gives neither the moments of the whole distribution nor a safe extrapolation to greater depth.

Skewness is not the only cause. A symmetric Pearson profile with kurtosis 4.3, and the same mean and standard deviation, shifts the inverted $R$ by $-28$ nm and $\sigma$ by $+16$ nm. Skewness and kurtosis can also partly cancel: with $\gamma=-0.8$ and $\beta=5.5$ the shifts are only $+1$ nm in $R$ and $-10$ nm in $\sigma$. The size of the bias therefore depends on both.

For the trial values used, the other effects are smaller than the first two shape biases, though some match or exceed the shifts of the partly cancelling case:

- **Channelling.** Let 5% of the dose form an exponential tail starting at $R$, with a decay length of 50 nm, while the rest keeps its Gaussian shape. The inversion then shifts $\sigma$ by $+2.0$ nm and $R$ by $-1.9$ nm. The shift depends on the tail: a decay length of 100 nm gives $+12.4$ and $-12.3$ nm instead. An exponential also eventually outlasts a Gaussian, so the small shift should not be carried over to a longer tail or a much lower $N_2$.
- **Electrical junctions.** Some methods locate the depth where electron and hole densities are equal. A numerical Poisson–Boltzmann solution at 300 K, with full ionization, intrinsic density $10^{10}\ \mathrm{cm^{-3}}$ and relative permittivity 11.7, puts these depths at 431.9 and 512.3 nm in the intact wafer. Treating them as metallurgical junctions shifts $\sigma$ by $+8.8$ nm and $R$ by $-9.3$ nm. The size and sign depend on the method. On a bevel, as in spreading-resistance profiling, the overlying acceptors have been removed and the thin remaining layer is depleted by the substrate. The same model with a charge-free exposed surface then gives $n=p$ at about 406 and 464 nm, shallower than the metallurgical junctions, and shifts $\sigma$ by about $-11$ nm and $R$ by about $-9$ nm.
- **Annealing.** Diffusion with constant diffusivity $D$ for a time $t$, away from the surface, convolves the profile with a Gaussian of variance $2Dt$. Variances add, so the implanted straggle is $\sqrt{\sigma^2-2Dt}$. A rough $D=1.5\times10^{-14}\ \mathrm{cm^2/s}$, typical of intrinsic boron diffusion near 1000 °C and changing about threefold per 50 °C, for 10 s gives $\sqrt{2Dt}=5.5$ nm and an implanted straggle of 71.1 nm. If damage-enhanced diffusion raised $\sqrt{2Dt}$ to a trial 30 nm, the implanted straggle would be 64.7 nm.

The values $R=298$ nm and $\sigma=71$ nm are thus the unique answer for an annealed Gaussian profile with both measured junctions beyond its peak. Reading them as the moments of a real boron implant requires separate evidence that the whole profile is close to Gaussian, on both sides of the peak and in the tails that contribute to the dose and the moments. Small skewness alone is not enough.
